Counting g-tensor resonance lines of a trigonal spin-half defect in silicon

**Problem**

A point defect in silicon has spin 1/2 and a threefold symmetry axis along one of the ⟨111⟩ directions. Its Zeeman Hamiltonian is

H = μB B·g·S,

where S is dimensionless and the g tensor has principal values g_par along the defect axis and g_perp across it, both positive and unequal. The crystal contains equal numbers of defects along each of the four ⟨111⟩ axes. The defects do not reorient during the measurement, and hyperfine structure is set aside at first.

(a) How many distinct resonance lines appear for a magnetic field along [001], [111] and [110], and how many defects contribute to each?

(b) Find the line fields at 9.5 GHz for g_par = 2.001 and g_perp = 2.009. Are the lines resolved if each is a Gaussian of full width 0.3 mT at half maximum?

(c) How closely do the measured line areas follow the numbers of defects?

**Hints**

1. Write B = Bn with n a unit vector. The Hamiltonian is then a spin in an effective field. What is the length of that field?

2. A defect axis a and its reverse −a give the same g tensor. List four axes, one from each pair.

3. For an axial tensor, the orientation enters through (n·a)² alone. Equal values mean coincident lines.

4. For part (c), the microwave field also acts through g, and sweeping the field at fixed frequency introduces a further factor of 1/g.

**Solution**

*The resonance condition.* Define v = gᵀn, so that H = μB B v·S. For spin 1/2, (v·S)² = |v|²/4, and the levels are ±μB B|v|/2. Their separation equals the microwave quantum when

hν = μB B g(n), with g(n)² = |v|² = n·G·n and G = ggᵀ.

Threefold symmetry fixes the form of the symmetric matrix G. A 120° rotation about a leaves G unchanged, so a is a principal axis. In the plane across a, two different principal values would define a preferred pair of perpendicular lines, which a 120° rotation does not map onto themselves. The two values must therefore be equal:

G = g_perp² I + (g_par² − g_perp²) aaᵀ.

Taking the component along n gives

g(n)² = g_perp² + (g_par² − g_perp²)(n·a)².  (1)

*Counting.* Take the four axes as

a₁ = [1, 1, 1]/√3, a₂ = [1, −1, −1]/√3,
a₃ = [−1, 1, −1]/√3, a₄ = [−1, −1, 1]/√3.

For n = [0, 0, 1], each scalar product is ±1/√3, so

(n·a)² = 1/3, 1/3, 1/3, 1/3.

All four orientations coincide in one line.

For n = [1, 1, 1]/√3, the products are 1, −1/3, −1/3 and −1/3, so

(n·a)² = 1, 1/9, 1/9, 1/9.

There are two lines with weights 1:3. The single orientation resonates at g_par.

For n = [1, 1, 0]/√2, the products are 2/√6, 0, 0 and −2/√6, so

(n·a)² = 2/3, 0, 0, 2/3.

There are two lines with weights 2:2, or 1:1. The pair perpendicular to the field resonates at g_perp.

The coincidences follow from crystal symmetry. Operations that preserve the field axis permute the defect axes. Fourfold operations about [001] connect all four. Threefold rotations about [111] connect a₂, a₃ and a₄ but leave a₁ alone. With the field along [110], exchanging x and y connects a₂ with a₃, while reversing z connects a₁ with a₄ up to an irrelevant sign. The different values of (n·a)² then show that these sets remain separate when g_par ≠ g_perp. In the isotropic limit g_par = g_perp, every direction gives one line.

A useful check is

Σ aaᵀ = (4/3)I,

because each diagonal element is 4 × 1/3 and the off-diagonal terms cancel. Thus the four values of (n·a)² sum to 4/3 in every direction, and the average of g² over the defects is (g_par² + 2g_perp²)/3.

*Line positions.* The squares of the principal values are

g_perp² = 4.036081, g_par² = 4.004001,

and their difference is g_par² − g_perp² = −0.032080. For the triple line along [111], equation (1) gives

g² = 4.036081 − 0.032080/9 = 4.032517, so g = 2.00811.

The field follows from B = hν/(μB g), where hν/μB = 678.75 mT at 9.5 GHz. The results are:

[001]: weight 4, g = 2.00634, B = 338.30 mT.

[111]: weight 3, g = 2.00811, B = 338.01 mT;
weight 1, g = 2.00100, B = 339.21 mT.

[110]: weight 2, g = 2.00900, B = 337.86 mT;
weight 2, g = 2.00367, B = 338.76 mT.

The splittings are 1.20 mT along [111] and 0.90 mT along [110]. Both exceed the 0.3 mT width, and the simulated absorption spectra have one, two and two maxima respectively. Independent diagonalization of the two-level Hamiltonian reproduces the line positions from equation (1), as the numerical output records.

At fixed g values, every resonance field is proportional to ν, and so is every splitting. Lowering the frequency without reducing the linewidth eventually hides the two-line pattern. For two equal Gaussians of standard deviation σ separated by d, the curvature at the midpoint is proportional to (d/2)²/σ² − 1. A central dip therefore requires d > 2σ, which is about 0.85 of the full width, or 0.255 mT here. Treating the two [110] lines as equal, the dip disappears near 9.5 × 0.255/0.90 ≈ 2.7 GHz.

The [111] spectrum also determines both principal values. The single line gives g_par. If the triple line has g value g_B, then

g_B² = g_perp² + (g_par² − g_perp²)/9 = (8g_perp² + g_par²)/9,

and hence

g_perp² = (9g_B² − g_par²)/8.

This identification uses the weights to decide which line is which.

*Areas and weights.* Let the microwave field point along a unit vector b perpendicular to n. Assume that g itself is symmetric and that the microwave power is too low to saturate the transition. The drive is proportional to w·S, where w = gb. Only the part of w perpendicular to v flips the spin, so the transition strength is proportional to

|v × w|²/|v|² = |(gn) × (gb)|²/g(n)².

For a symmetric matrix, (gn) × (gb) is the cofactor matrix of g acting on c = n × b. That matrix has eigenvalue g_perp² along a and g_par g_perp across it. Therefore

|(gn) × (gb)|² = g_perp⁴(c·a)² + g_par² g_perp²[1 − (c·a)²]
= g_perp²[g_par² + (g_perp² − g_par²)(c·a)²].

Integrating the resonance condition δ(hν − μB gB) over B supplies another factor 1/(μB g). The area per defect is thus proportional to

A = g_perp²[g_par² + (g_perp² − g_par²)(c·a)²]/g(n)³.  (2)

The thermal polarization depends on hν/kT. It is common to all lines at fixed frequency and temperature, and is about 0.23% at 100 K.

Take b along [1, −1, 0], which is perpendicular to all three static fields. For n along [110], c lies along the z axis and (c·a)² = 1/3 for every defect. The bracket in equation (2) cancels from the ratio, leaving

A(low field)/A(high field) = (2.00367/2.00900)³ = 0.992.

For [111], the corresponding ratio of total areas is 2.979 instead of 3. Both ratios lie within 1% of the population ratios, so for this small anisotropy the areas identify the weights clearly.

*Relation to real silicon.* The chosen g values lie in the rough regime of a silicon dangling bond, and 9.5 GHz is a common spectrometer frequency. The assumption of equal populations can fail badly. At a flat (111) silicon–oxide interface, the dangling bonds lie predominantly along the surface normal. If all do so, a field along that normal gives one line at g_par in this model, not two lines with weights 1:3.

Smaller departures can be sized for the present parameters:

- A 1° misalignment splits a formerly single line by at most about 0.04 mT over the tilt directions sampled. This is below the assumed linewidth.

- A silicon-29 nucleus at the central atom produces hyperfine satellites. With rough couplings of 420 MHz along the axis and 240 MHz across it, the smallest distance from a satellite to a main line at the same field direction is 3.3 mT over [001], [111] and [110]. It falls to about 3.0 mT along [112] and [123], still about ten linewidths. For a rough abundance of 4.7%, each satellite has about 2.5% of its main line's intensity. Couplings to more distant nuclei are represented here only through the assumed linewidth.

- An orientation energy of 0.1 meV, for example from strain, would change a population ratio by 1.2% if the orientations equilibrated at 100 K. Populations frozen in at a higher temperature would be less biased by the same energy.

*When the defects move.* The line count also fails if defects reorient fast enough. Consider a field along [110] and let w be the hopping rate from an axis to each of the other three. Two of those three belong to the other line, so the rate of leaving a line is K = 2w. Let the lines lie at angular frequencies ±D about their mean, with D = πΔν. In the steady state, with equal driving of the two lines and no other broadening, their transverse magnetizations M₁ and M₂ obey, up to a common factor,

[i(x − D) + K]M₁ − K M₂ = 1/2,
[i(x + D) + K]M₂ − K M₁ = 1/2.

Solving the pair gives M₁ + M₂ = (2K + ix)/(D² − x² + 2iKx). The absorption is the real part, which is proportional to

K D²/[(x² − D²)² + 4K²x²],

where x is the angular-frequency offset. Differentiating the denominator with respect to x² places the two maxima at

x² = D² − 2K².

They merge when K = D/√2, that is, when

w = πΔν/(2√2).

A four-orientation exchange calculation gives two maxima at 0.9 of this rate and one at 1.1. Here Δν = 25.2 MHz, so the threshold is 2.8 × 10⁷ s⁻¹. Other broadening would merge the peaks at a lower hopping rate.

For an assumed barrier of 0.5 eV and attempt rate of 10¹³ s⁻¹, the hopping rate at 100 K is about 6 × 10⁻¹³ s⁻¹, and the static count applies. The same assumptions put merging near 450 K. This temperature depends directly on the barrier and is not a property assigned to a particular defect.

**Variation 1: less symmetric field directions**

How many lines appear for fields along [112] and [123]?

For n = [1, 1, 2]/√6, the products of [1, 1, 2] with the four unnormalized axes are 4, −2, −2 and 0. Squaring and dividing by 6 × 3 = 18 gives

(n·a)² = 8/9, 2/9, 2/9, 0.

There are three lines with weights 1:2:1.

For n = [1, 2, 3]/√14, the products are 6, −4, −2 and 0. Dividing their squares by 14 × 3 = 42 gives

(n·a)² = 6/7, 8/21, 2/21, 0.

All four orientations are distinct, giving four lines of equal weight. In both cases the values sum to 4/3. These are counts of distinct resonance positions; whether all the lines are resolved depends on their widths.

**Variation 2: loss of the threefold axis**

Suppose that the defect keeps only a mirror plane that exchanges x and y. What happens to the single line along [001]?

The mirror requires G_xx = G_yy = p and G_xz = G_yz, while G_zz = q may differ from p. Of the 48 cubic operations, four leave a generic tensor of this form unchanged: the identity, inversion, the mirror, and their product. There are therefore 48/4 = 12 distinct orientations.

For a field along [001], g² is the zz element of the rotated tensor. The original x, y and z axes each lie along the field in four of the twelve orientations. Thus g² = q occurs four times and g² = p occurs eight times, giving two lines with weights 4:8, or 1:2, when p ≠ q.

With equal populations and sufficient resolution, one line along [001] therefore excludes a static defect of this kind with p ≠ q. It does not establish trigonal symmetry by itself, since an isotropic centre also gives one line. The 1:3 pattern along [111] separates the trigonal centre from the isotropic one.

Calculated quantities

```
g_par = 2.0010, g_perp = 2.0090
microwave frequency = 9.50 GHz
Gaussian full width = 0.30 mT
temperature = 100 K
distinct trigonal g tensors = 4
[001]: number of lines = 1
  weight 4, cos^2 = 0.3333, g = 2.00634, B = 338.305 mT
[111]: number of lines = 2
  weight 3, cos^2 = 0.1111, g = 2.00811, B = 338.006 mT
  weight 1, cos^2 = 1.0000, g = 2.00100, B = 339.207 mT
  splitting = 1.201 mT
  low-field/high-field area ratio = 2.9788
[110]: number of lines = 2
  weight 2, cos^2 = 0.0000, g = 2.00900, B = 337.856 mT
  weight 2, cos^2 = 0.6667, g = 2.00367, B = 338.755 mT
  splitting = 0.899 mT
  low-field/high-field area ratio = 0.9921
population mean of g^2 = 4.025388
from [111] lines: g_par = 2.0010, g_perp = 2.0090
[112]: number of lines = 3
[123]: number of lines = 4
monoclinic contrast: tensors = 12, [001] weights = [4, 8]
[001]: largest splitting for 1 deg tilt = 0.0444 mT
[111]: largest splitting for 1 deg tilt = 0.0255 mT
[110]: largest splitting for 1 deg tilt = 0.0445 mT
rough hyperfine A_par = 420 MHz, A_perp = 240 MHz
rough silicon-29 abundance = 4.7 %
nearest satellite to a main line = 3.26 mT
each satellite/main intensity = 2.47 %
thermal spin polarization = 0.228 %
assumed orientation energy = 0.10 meV
resulting population-ratio change = 1.17 %
assumed barrier = 0.50 eV, attempt rate = 1.0e+13 1/s
[110] frequency splitting = 25.24 MHz
merging hop rate to each axis = 2.803e+07 1/s
hop rate at 100 K = 6.33e-13 1/s
estimated merging temperature = 454 K
```
